**Schmid factor and thermal slip threshold at a (001) silicon wafer edge**

For hoop stress at angle \(\varphi\) from an in-plane cube axis, the largest octahedral-slip Schmid factor is \(M=(1+|\cos2\varphi|+|\sin2\varphi|)/(2\sqrt6)\). The program enumerates all twelve slip systems and asserts this formula, its maximum of 0.4928 at \(22.5^\circ\), and its minimum of 0.4082. It also asserts that a parabolic temperature drop \(\Delta T\) gives the uniform edge stress \(\sigma=\alpha E_{\rm eff}\Delta T/2\), by comparison with an energy minimization for the anisotropic disc. Here \(\alpha\) is the thermal expansion coefficient and \(E_{\rm eff}\) is the inverse of the angular mean of \(1/E\), with \(E\) Young's modulus in the wafer plane. For the rough silicon parameters used and a critical shear stress of 1 MPa, the slip thresholds are about 7.0 K at the worst edge points and 8.4 K at the most favourable ones. Gravity on an edge ring lowers these to about 5.6 K and 7.0 K. With an eighth-power temperature profile and \(\Delta T=5\) K, the largest shear rises to about 1.2 MPa and moves to about \(24^\circ\) from the cube axis.

## Numerical verification

```python
"""
Result under test: for uniaxial hoop stress at the edge of a (001) silicon wafer,
the largest {111}<110> Schmid factor at angle phi from an in-plane cube axis is
    M(phi) = (1 + |cos 2phi| + |sin 2phi|) / (2 sqrt(6)),
with maximum (1 + sqrt(2)) / (2 sqrt(6)) at phi = 22.5 degrees.
For T = T0 - DeltaT (r/R)^2 in a cubic elastic disc the edge hoop stress is
    sigma = alpha E_eff DeltaT / 2,  E_eff = 8 / (6 S11 + 2 S12 + S66).
S11, S12, S66: compliances in cube axes; alpha: thermal expansion coefficient;
R: wafer radius; DeltaT: centre temperature minus edge temperature.
Material inputs are rough typical values for silicon near 1000 C.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import g, k as k_boltzmann, e as e_charge, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

# ---------- slip geometry ----------
plane_normals = [(1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1)]
slip_directions = [(1, 1, 0), (1, -1, 0), (1, 0, 1),
                   (1, 0, -1), (0, 1, 1), (0, 1, -1)]
systems = [(n, b) for n, b in itertools.product(plane_normals, slip_directions)
           if np.dot(n, b) == 0]
assert len(systems) == 12
N = np.array([n for n, b in systems]) / np.sqrt(3)
B = np.array([b for n, b in systems]) / np.sqrt(2)


def all_schmid(phi_deg):
    phi = np.radians(phi_deg)
    t = np.array([np.cos(phi), np.sin(phi), 0.0])
    return np.abs((N @ t) * (B @ t))


def schmid_formula(phi_deg):
    a = 2 * np.radians(phi_deg)
    return (1 + np.abs(np.cos(a)) + np.abs(np.sin(a))) / (2 * np.sqrt(6))


angles = np.arange(0, 360, 0.5)
enumerated = np.array([all_schmid(a).max() for a in angles])
assert np.allclose(enumerated, schmid_formula(angles), atol=1e-13)
best = minimize_scalar(lambda a: -all_schmid(a).max(), bounds=(0, 45),
                       method="bounded", options={"xatol": 1e-7})
phi_best, m_max = best.x, -best.fun
assert abs(phi_best - 22.5) < 1e-3   # a flat maximum limits angular accuracy
assert abs(m_max - (1 + np.sqrt(2)) / (2 * np.sqrt(6))) < 1e-12
m_min = enumerated.min()
assert abs(m_min - 1 / np.sqrt(6)) < 1e-12
peak_count = int(np.sum(enumerated > m_max - 1e-10))
assert peak_count == 8


def tied_systems(phi_deg):
    m = all_schmid(phi_deg)
    return int(np.sum(m > m.max() - 1e-10))


ties = [tied_systems(a) for a in (0, 22.5, 45)]
assert ties == [8, 2, 4]

# Symmetrized Schmid tensor of one of the best systems
n_best = np.array([1, 1, 1]) / np.sqrt(3)
b_best = np.array([1, 0, -1]) / np.sqrt(2)
P = (np.outer(n_best, b_best) + np.outer(b_best, n_best)) / 2
assert abs(np.linalg.eigvalsh(P[:2, :2])[-1] - m_max) < 1e-12
values, vectors = np.linalg.eigh(P)
ideal_factor, ideal_axis = values[-1], vectors[:, -1]
assert abs(ideal_factor - 0.5) < 1e-12
assert np.allclose(np.abs(ideal_axis), np.abs(n_best + b_best) / np.sqrt(2))
ideal_tilt = np.degrees(np.arcsin(abs(ideal_axis[2])))

# ---------- example inputs ----------
radius, thickness = 0.150, 0.775e-3       # m
temperature_C = 1000.0
delta_T = 5.0                             # K
alpha = 4.4e-6                            # 1/K, rough
hot_factor = 0.9                          # rough softening from room temperature
C11, C12, C44 = hot_factor * np.array([166.0, 64.0, 80.0])  # GPa, rough
tau_c = 1.0                               # MPa, rough critical shear stress
density = 2330.0                          # kg/m^3, rough
activation_eV, stress_exponent = 2.3, 3.0 # rough yield-law parameters

S3 = np.linalg.inv(np.array([[C11, C12, C12], [C12, C11, C12], [C12, C12, C11]]))
S11, S12, S66 = S3[0, 0], S3[0, 1], 1 / C44
S_plane = np.array([[S11, S12, 0], [S12, S11, 0], [0, 0, S66]])
Q_silicon = np.linalg.inv(S_plane)
E_eff = 8 / (6 * S11 + 2 * S12 + S66)


def directional_strains(phi):
    c, s = np.cos(phi), np.sin(phi)
    ex, ey, gxy = S_plane @ np.array([c*c, s*s, c*s])
    return c*c*ex + s*s*ey + c*s*gxy, s*s*ex + c*c*ey - c*s*gxy


strains = np.array([directional_strains(a)
                    for a in np.linspace(0, 2*np.pi, 64, endpoint=False)])
assert abs(strains[:, 0].mean() * E_eff - 1) < 1e-12
nu_eff = -strains[:, 1].mean() * E_eff
E_100 = 1 / directional_strains(0)[0]
E_110 = 1 / directional_strains(np.pi / 4)[0]


# ---------- elastic disc by minimizing energy over displacements ----------
def strain_basis(x, y, degree):
    columns = []
    for i in range(1, degree + 1, 2):
        for j in range(0, degree - i + 1, 2):
            zero = np.zeros_like(x)
            jm = max(j - 1, 0)
            columns.append(np.stack([i*x**(i-1)*y**j, zero, j*x**i*y**jm], axis=1))
            columns.append(np.stack([zero, i*y**(i-1)*x**j, j*y**i*x**jm], axis=1))
    return np.stack(columns, axis=2)


def edge_stress(Q, power, theta):
    """Edge radial, hoop, shear stress for unit alpha*DeltaT, T ~ -(r/R)^power."""
    nodes, weights = np.polynomial.legendre.leggauss(16)
    r1, w1 = (nodes + 1) / 2, weights / 2
    a1 = np.linspace(0, 2*np.pi, 48, endpoint=False)
    r, a = [z.ravel() for z in np.meshgrid(r1, a1, indexing="ij")]
    w = np.repeat(w1 * r1, len(a1)) * 2*np.pi / len(a1)
    basis = strain_basis(r*np.cos(a), r*np.sin(a), power + 1)
    thermal = -(r**power)[:, None] * np.array([1.0, 1.0, 0.0])
    QB = np.einsum("ab,nbj->naj", Q, basis)
    K = np.einsum("n,nai,naj->ij", w, basis, QB, optimize=True)
    F = np.einsum("n,naj,na->j", w, QB, thermal, optimize=True)
    coeff = np.linalg.solve(K, F)
    c, s = np.cos(theta), np.sin(theta)
    eps = np.einsum("naj,j->na", strain_basis(c, s, power + 1), coeff)
    sx, sy, sxy = ((eps + np.array([1.0, 1.0, 0.0])) @ Q.T).T
    return (c*c*sx + s*s*sy + 2*c*s*sxy,
            s*s*sx + c*c*sy - 2*c*s*sxy,
            c*s*(sy - sx) + (c*c - s*s)*sxy)


phi_grid = np.linspace(0, 45, 4501)
theta_grid = np.radians(phi_grid - 90)    # edge azimuth for each tension angle
radial, hoop, shear = edge_stress(Q_silicon, 2, theta_grid)
assert np.max(np.abs(radial)) < 1e-7 * E_eff
assert np.max(np.abs(shear)) < 1e-7 * E_eff
assert np.allclose(hoop, E_eff / 2, rtol=1e-7)

# Isotropic check of the solver and of the edge-concentrated profile
Q_iso = E_eff / (1-nu_eff**2) * np.array(
    [[1, nu_eff, 0], [nu_eff, 1, 0], [0, 0, (1-nu_eff)/2]])
steep_power = 8
hoop_iso = edge_stress(Q_iso, steep_power, theta_grid)[1]
assert np.allclose(hoop_iso, E_eff*steep_power/(steep_power+2), rtol=1e-5)

sigma = alpha * E_eff * 1e3 * delta_T / 2                # MPa
tau_strong, tau_weak = sigma * m_max, sigma * m_min
delta_strong = 2 * tau_c / (m_max * alpha * E_eff * 1e3)
delta_weak = 2 * tau_c / (m_min * alpha * E_eff * 1e3)

# Resolve the numerically found full stress tensor on all systems at threshold
for phi_deg, threshold in ((22.5, delta_strong), (0.0, delta_weak)):
    th = np.array([np.radians(phi_deg - 90)])
    srr, stt, srt = [z[0] for z in edge_stress(Q_silicon, 2, th)]
    er = np.array([np.cos(th[0]), np.sin(th[0]), 0])
    et = np.array([-np.sin(th[0]), np.cos(th[0]), 0])
    tensor = (srr*np.outer(er, er) + stt*np.outer(et, et)
              + srt*(np.outer(er, et) + np.outer(et, er)))
    tensor *= alpha * threshold * 1e3
    resolved = np.abs(np.einsum("si,ij,sj->s", N, tensor, B)).max()
    assert abs(resolved / tau_c - 1) < 1e-6

# ---------- neglected effect: steep edge profile ----------
steep = edge_stress(Q_silicon, steep_power, theta_grid)
assert max(np.max(np.abs(steep[0])), np.max(np.abs(steep[2]))) < 1e-5 * E_eff
hoop_steep = steep[1] * alpha * delta_T * 1e3
shear_steep = hoop_steep * schmid_formula(phi_grid)
steep_index = int(np.argmax(shear_steep))
hoop_variation = np.ptp(hoop_steep) / hoop_steep.mean()

# ---------- neglected effect: gravity on an edge ring ----------
r, R, q, D, nu, C = sp.symbols("r R q D nu C", positive=True)
w = q*r**4/(64*D) + C*r**2
lap = lambda f: sp.diff(r*sp.diff(f, r), r) / r
assert sp.simplify(lap(lap(w)) - q/D) == 0
M_r = -D*(sp.diff(w, r, 2) + nu*sp.diff(w, r)/r)
M_t = -D*(sp.diff(w, r)/r + nu*sp.diff(w, r, 2))
# C may be negative, so solve the linear condition without a sign assumption
C_value = -M_r.subs({r: R, C: 0}) / sp.diff(M_r, C).subs(r, R)
edge_moment = sp.simplify(M_t.subs(C, C_value).subs(r, R))
assert sp.simplify(edge_moment - q*R**2*(1-nu)/8) == 0
sigma_gravity = 3*(1-nu_eff)*density*g*radius**2/(4*thickness) / 1e6
moment_number = float(edge_moment.subs(
    {q: density*g*thickness, R: radius, nu: nu_eff}))
assert abs(6*moment_number/thickness**2/1e6 / sigma_gravity - 1) < 1e-10
per_kelvin = alpha * E_eff * 1e3 / 2
delta_strong_gravity = (tau_c/m_max - sigma_gravity) / per_kelvin
delta_weak_gravity = (tau_c/m_min - sigma_gravity) / per_kelvin


# ---------- neglected effect: axisymmetric thermal buckling ----------
def buckling_number(terms):
    a = np.arange(1, 2*terms, 2)[:, None]
    b = a.T
    bending = (a*b + 1 + nu_eff*(a+b)) / (a+b)
    geometric = 1/(a+b+2) - 1/(a+b+4)
    return eigh(bending, geometric, eigvals_only=True)[0]


buckle = buckling_number(5)
assert abs(buckling_number(4) / buckle - 1) < 1e-4
slope = solve_ivp(lambda x, y: [y[1], -y[1]/x + y[0]/x**2 - buckle*(1-x*x)*y[0]],
                  (1e-4, 1), [1e-4, 1], rtol=1e-9, atol=1e-12)
assert abs(slope.y[1, -1] + nu_eff*slope.y[0, -1]) < 1e-4
assert np.all(slope.y[0] > 0)
plate_D = E_eff*1e9*thickness**3 / (12*(1-nu_eff**2))
delta_buckle = 4*buckle*plate_D/(thickness*radius**2*alpha*E_eff*1e9)

# ---------- neglected effect: temperature dependence of the threshold ----------
T_K = temperature_C + zero_Celsius


def strength_ratio(temperature_change):
    return np.exp(activation_eV*e_charge/(stress_exponent*k_boltzmann)
                  * (1/(T_K+temperature_change) - 1/T_K))


print(f"Largest Schmid factor: {m_max:.4f}")
print(f"Angle of maximum from cube axis: {phi_best:.2f} deg")
print(f"Smallest value of M, along <100> and <110>: {m_min:.4f}")
print(f"Ratio of largest to smallest M: {m_max/m_min:.4f}")
print(f"Equivalent maxima around edge: {peak_count}")
print(f"Tied systems at 0, 22.5, 45 deg: {ties[0]}, {ties[1]}, {ties[2]}")
print(f"Unrestricted best Schmid factor: {ideal_factor:.4f}")
print(f"Its axis is out of wafer plane by: {ideal_tilt:.2f} deg")
print(f"Wafer radius: {radius*1e3:.0f} mm")
print(f"Wafer thickness: {thickness*1e3:.3f} mm")
print(f"Anneal temperature: {temperature_C:.0f} C")
print(f"Centre minus edge temperature: {delta_T:.1f} K")
print(f"Thermal expansion (rough): {alpha*1e6:.1f} ppm/K")
print(f"Hot C11, C12, C44 (rough): {C11:.1f}, {C12:.1f}, {C44:.1f} GPa")
print(f"S11, S12, S66: {S11*1e3:.3f}, {S12*1e3:.3f}, {S66*1e3:.3f} 1/TPa")
print(f"Young modulus along <100>: {E_100:.1f} GPa")
print(f"Young modulus along <110>: {E_110:.1f} GPa")
print(f"Effective disc modulus: {E_eff:.1f} GPa")
print(f"Effective Poisson ratio: {nu_eff:.3f}")
print(f"Edge hoop stress, formula: {sigma:.3f} MPa")
print(f"Edge hoop stress, energy method: {hoop.mean()*alpha*delta_T*1e3:.3f} MPa")
print(f"Largest resolved shear at 22.5 deg: {tau_strong:.3f} MPa")
print(f"Largest resolved shear at 0 or 45 deg: {tau_weak:.3f} MPa")
print(f"Critical resolved shear (rough): {tau_c:.2f} MPa")
print(f"Threshold DeltaT at 22.5 deg: {delta_strong:.2f} K")
print(f"Threshold DeltaT at 0 or 45 deg: {delta_weak:.2f} K")
print(f"Density (rough): {density:.0f} kg/m^3")
print(f"Gravity hoop stress at lower edge: {sigma_gravity:.3f} MPa")
print(f"Gravity / thermal hoop stress: {100*sigma_gravity/sigma:.1f} %")
print(f"Threshold with gravity, 22.5 deg: {delta_strong_gravity:.2f} K")
print(f"Threshold with gravity, 0 or 45 deg: {delta_weak_gravity:.2f} K")
print(f"Steep profile power of r/R: {steep_power}")
print(f"Steep profile mean hoop stress: {hoop_steep.mean():.3f} MPa")
print(f"Steep profile hoop variation, max-min/mean: {100*hoop_variation:.2f} %")
print(f"Steep profile largest shear: {shear_steep[steep_index]:.3f} MPa")
print(f"Steep profile angle of largest shear: {phi_grid[steep_index]:.2f} deg")
print(f"Yield activation energy (rough): {activation_eV:.1f} eV")
print(f"Yield stress exponent (rough): {stress_exponent:.1f}")
print(f"Threshold gain at 5 K cooler edge: {100*(strength_ratio(-delta_T)-1):.1f} %")
print(f"Threshold loss for 50 K hotter anneal: {100*(1-strength_ratio(50)):.1f} %")
print(f"Axisymmetric buckling DeltaT: {delta_buckle:.1f} K")
print("all assertions hold")
```

Printed output:

```
Largest Schmid factor: 0.4928
Angle of maximum from cube axis: 22.50 deg
Smallest value of M, along <100> and <110>: 0.4082
Ratio of largest to smallest M: 1.2071
Equivalent maxima around edge: 8
Tied systems at 0, 22.5, 45 deg: 8, 2, 4
Unrestricted best Schmid factor: 0.5000
Its axis is out of wafer plane by: 5.26 deg
Wafer radius: 150 mm
Wafer thickness: 0.775 mm
Anneal temperature: 1000 C
Centre minus edge temperature: 5.0 K
Thermal expansion (rough): 4.4 ppm/K
Hot C11, C12, C44 (rough): 149.4, 57.6, 72.0 GPa
S11, S12, S66: 8.522, -2.371, 13.889 1/TPa
Young modulus along <100>: 117.3 GPa
Young modulus along <110>: 152.7 GPa
Effective disc modulus: 132.7 GPa
Effective Poisson ratio: 0.184
Edge hoop stress, formula: 1.460 MPa
Edge hoop stress, energy method: 1.460 MPa
Largest resolved shear at 22.5 deg: 0.719 MPa
Largest resolved shear at 0 or 45 deg: 0.596 MPa
Critical resolved shear (rough): 1.00 MPa
Threshold DeltaT at 22.5 deg: 6.95 K
Threshold DeltaT at 0 or 45 deg: 8.39 K
Density (rough): 2330 kg/m^3
Gravity hoop stress at lower edge: 0.406 MPa
Gravity / thermal hoop stress: 27.8 %
Threshold with gravity, 22.5 deg: 5.56 K
Threshold with gravity, 0 or 45 deg: 7.00 K
Steep profile power of r/R: 8
Steep profile mean hoop stress: 2.339 MPa
Steep profile hoop variation, max-min/mean: 3.77 %
Steep profile largest shear: 1.154 MPa
Steep profile angle of largest shear: 24.32 deg
Yield activation energy (rough): 2.3 eV
Yield stress exponent (rough): 3.0
Threshold gain at 5 K cooler edge: 2.8 %
Threshold loss for 50 K hotter anneal: 23.2 %
Axisymmetric buckling DeltaT: 19.4 K
all assertions hold
```
